\section*{The Wiedemann-Franz law for elastic scattering and its leading thermal correction, part 1}

(Sections cited here and not found follow in the second part.)

\section{From elastic collisions to the Lorenz number}

\subsection{Situation and assumptions}

A metal bar is heated at one end and connected to no circuit. Electrons from the hot end carry more energy than those coming back from the cold end, so heat flows, while an electric field builds up until no net charge flows. The same electrons, moving through the same scatterers, carry the current when the bar is placed in a circuit at uniform temperature. The question is how closely this ties the thermal conductivity $\kappa$ to the electrical conductivity $\sigma_T$ at temperature $T$, and what is left of the band structure and of the scatterers in the ratio $\kappa/(\sigma_T T)$.

The carriers have charge $-e$, with $e>0$, and a smooth band energy $\varepsilon_{\mathbf k}$. Units with $\hbar=1$ are used, so that the velocity is $\mathbf v_{\mathbf k}=\nabla_{\mathbf k}\varepsilon_{\mathbf k}$; the constants $e$ and $k$ (Boltzmann) are kept visible. The symbol $\sum_{\mathbf k}$ means $2\int d^dk/(2\pi)^d$, a sum over states per unit volume in $d$ dimensions with both spins. Several bands are covered by letting $\mathbf k$ include a band index.

The assumptions are these. The carriers obey the semiclassical Boltzmann equation in a weak, steady, uniform drive. There is no magnetic field, and velocities from Berry curvature are left out. Collisions conserve the energy of each carrier, and their rates are symmetric, $W_{\mathbf k\mathbf k'}=W_{\mathbf k'\mathbf k}$. Static impurities treated to lowest order satisfy this, because the rate contains $|V_{\mathbf k\mathbf k'}|^2$ and the potential $V$ is Hermitian. Heat carried by lattice vibrations is not included in $\kappa$.

\subsection{The driving term}

In a steady state the Boltzmann equation is
\begin{equation}
\mathbf v\cdot\nabla_{\mathbf r}f-e\mathbf E\cdot\nabla_{\mathbf k}f=I[f],
\label{eq:be}
\end{equation}
where $-e\mathbf E$ is the force and $I[f]$ the rate of change of the occupation $f$ by collisions. Write $f=f_0+\delta f$, with the local equilibrium
\begin{equation}
f_0=\frac{1}{e^{x}+1},\qquad x=\frac{\varepsilon-\mu(\mathbf r)}{kT(\mathbf r)} .
\end{equation}
To first order in the drive, $f_0$ may be used on the left of \eqref{eq:be}. Let $f_0'=\partial f_0/\partial\varepsilon$, so that $df_0/dx=kT f_0'$. The chain rule gives
\begin{align}
\nabla_{\mathbf r}f_0&=kTf_0'\left[-\frac{\nabla\mu}{kT}-\frac{(\varepsilon-\mu)\nabla T}{kT^2}\right]
=(-f_0')\left[\nabla\mu+\frac{\varepsilon-\mu}{T}\nabla T\right],\\
-e\mathbf E\cdot\nabla_{\mathbf k}f_0&=-e\mathbf E\cdot\mathbf v f_0'=(-f_0')\,e\mathbf E\cdot\mathbf v .
\end{align}
The field and the gradient of $\mu$ enter together, as $\boldsymbol{\mathcal E}=\mathbf E+\nabla\mu/e$. This is the gradient of the electrochemical potential divided by $e$, which is what a voltmeter responds to. The left side of \eqref{eq:be} is therefore
\begin{equation}
(-f_0')\,\mathbf v\cdot\left[e\boldsymbol{\mathcal E}+\frac{\varepsilon-\mu}{T}\nabla T\right].
\label{eq:drive}
\end{equation}
The thermal drive is the electric drive multiplied by a function of energy. The law rests on what elastic collisions do to such a factor.

\subsection{Elastic collisions act within one energy shell}

Counting transitions out of $\mathbf k$ and into $\mathbf k$, each with its Pauli factor, gives
\begin{align}
I[f]&=-\sum_{\mathbf k'}\left[W_{\mathbf k\mathbf k'}f_{\mathbf k}(1-f_{\mathbf k'})-W_{\mathbf k'\mathbf k}f_{\mathbf k'}(1-f_{\mathbf k})\right]\nonumber\\
&=-\sum_{\mathbf k'}W_{\mathbf k\mathbf k'}(f_{\mathbf k}-f_{\mathbf k'}).
\label{eq:coll}
\end{align}
The products $f_{\mathbf k}f_{\mathbf k'}$ cancel because the rates are symmetric. The equilibrium part $f_0$ drops out because it has the same value at equal energies. Define the linear operator
\begin{equation}
(Cg)_{\mathbf k}=\sum_{\mathbf k'}W_{\mathbf k\mathbf k'}(g_{\mathbf k}-g_{\mathbf k'}),\qquad
W_{\mathbf k\mathbf k'}=R_{\mathbf k\mathbf k'}\,\delta(\varepsilon_{\mathbf k}-\varepsilon_{\mathbf k'}).
\end{equation}
For any function $h$ of energy, $h(\varepsilon_{\mathbf k'})=h(\varepsilon_{\mathbf k})$ wherever $W_{\mathbf k\mathbf k'}\neq0$, hence
\begin{equation}
C[h(\varepsilon)g]=h(\varepsilon)\,Cg .
\label{eq:commute}
\end{equation}
It is then enough to solve one problem, that of the vector mean free path $\boldsymbol\Lambda_{\mathbf k}$:
\begin{equation}
C\boldsymbol\Lambda=\mathbf v .
\label{eq:lambda}
\end{equation}
Setting \eqref{eq:drive} equal to $-C\delta f$ and using \eqref{eq:commute} with $h=-f_0'$ and $h=(-f_0')(\varepsilon-\mu)$ yields
\begin{equation}
\delta f=-(-f_0')\,\boldsymbol\Lambda\cdot\left[e\boldsymbol{\mathcal E}+\frac{\varepsilon-\mu}{T}\nabla T\right].
\label{eq:df}
\end{equation}
No relaxation time has been assumed: $\boldsymbol\Lambda$ need not be parallel to $\mathbf v$.

Equation \eqref{eq:lambda} has a solution under one condition. Because $W$ is symmetric, the sum of $Cg$ over a shell vanishes for every $g$, so the sum of $\mathbf v$ must vanish too. It does, since
\begin{equation}
\sum_{\mathbf k}\mathbf v_{\mathbf k}\,\delta(\varepsilon-\varepsilon_{\mathbf k})=-\sum_{\mathbf k}\nabla_{\mathbf k}\theta(\varepsilon-\varepsilon_{\mathbf k})=0,
\label{eq:vsum}
\end{equation}
with $\theta$ the unit step. The integral of the gradient of a periodic function over the Brillouin zone is zero; for a parabolic band, the step vanishes outside a closed surface and the result is the same. Inversion symmetry is not needed.

The solution is unique up to a constant on the shell. Indeed, symmetry of $W$ gives
\begin{equation}
\sum_{\mathbf k}g_{\mathbf k}(Cg)_{\mathbf k}=\tfrac12\sum_{\mathbf k\mathbf k'}W_{\mathbf k\mathbf k'}(g_{\mathbf k}-g_{\mathbf k'})^2\ge0 ,
\label{eq:positive}
\end{equation}
so $Cg=0$ requires $g$ to be equal at all points joined by scattering. It is assumed that scattering joins the whole shell. The constants are then the only solutions of $Cg=0$. On a discretised shell $C$ is a matrix symmetric in the scalar product of the shell sum, so its range is everything orthogonal to those constants, and the vanishing sum \eqref{eq:vsum} is therefore also sufficient for \eqref{eq:lambda} to have a solution. By \eqref{eq:vsum} the free constant carries no current.

For a numerical solution, place points $a$ on the shell, with surface elements $\Delta S_a$. Since $d^dk=dS\,d\varepsilon/|\mathbf v|$, their weights are $w_a=2\Delta S_a/[(2\pi)^d|\mathbf v_a|]$. The matrix of $C$ is singular because of the free constant, and a regular replacement is
\begin{equation}
A_{ab}=\delta_{ab}\sum_c R_{ac}w_c-R_{ab}w_b+w_b .
\end{equation}
Multiply $\sum_bA_{ab}\boldsymbol\Lambda_b=\mathbf v_a$ by $w_a$ and sum over $a$. The first two terms cancel, and the right side vanishes by \eqref{eq:vsum}, up to quadrature error. What remains is $(\sum_aw_a)(\sum_bw_b\boldsymbol\Lambda_b)=0$. The added term is thus zero on the solution and merely selects the $\boldsymbol\Lambda$ of zero mean.

\subsection{Currents and the zero-current condition}

Define the conductivity function, a tensor for each energy,
\begin{equation}
\sigma_{ij}(\varepsilon)=e^2\sum_{\mathbf k}v_i\Lambda_j\,\delta(\varepsilon-\varepsilon_{\mathbf k}),
\label{eq:sigma}
\end{equation}
and its thermal averages
\begin{equation}
K_n=\int d\varepsilon\,\sigma(\varepsilon)(\varepsilon-\mu)^n(-f_0').
\end{equation}
Replacing $v_i$ by $C\Lambda_i$ in \eqref{eq:sigma} and using the symmetry of $C$ shows that $\sigma(\varepsilon)$ is a symmetric matrix; by \eqref{eq:positive} it has no negative eigenvalue.

The charge current is $\mathbf J=-e\sum_{\mathbf k}\mathbf v\,\delta f$. The heat current $\mathbf J_Q=\sum_{\mathbf k}(\varepsilon-\mu)\mathbf v\,\delta f$ is the energy current less $\mu$ times the particle current. Inserting \eqref{eq:df}, where the two minus signs in $\mathbf J$ cancel and the one in $\mathbf J_Q$ stays, gives
\begin{align}
\mathbf J&=K_0\boldsymbol{\mathcal E}+\frac{1}{eT}K_1\nabla T,\label{eq:J}\\
\mathbf J_Q&=-\frac1eK_1\boldsymbol{\mathcal E}-\frac{1}{e^2T}K_2\nabla T.\label{eq:JQ}
\end{align}
At uniform temperature $\mathbf J=K_0\boldsymbol{\mathcal E}$, so $\sigma_T=K_0$. The thermal conductivity is defined at $\mathbf J=0$, as in the unconnected bar. Equation \eqref{eq:J} then fixes the field, $\boldsymbol{\mathcal E}=-K_0^{-1}K_1\nabla T/(eT)$. Substituting it in \eqref{eq:JQ} and comparing with $\mathbf J_Q=-\kappa\nabla T$ gives
\begin{equation}
\kappa=\frac{1}{e^2T}\left(K_2-K_1K_0^{-1}K_1\right).
\label{eq:kappa}
\end{equation}
The second term is the heat taken back by the thermoelectric field.

Now measure energy in units of $kT$. Since $-f_0'\,d\varepsilon=w(x)\,dx$ with
\begin{equation}
w(x)=-\frac{df_0}{dx}=\frac{1}{4\cosh^2(x/2)},\qquad
M_n=\int dx\,\sigma(\mu+xkT)\,x^n w(x),
\end{equation}
one has $K_n=(kT)^nM_n$. The Lorenz tensor $\mathcal L=\kappa\sigma_T^{-1}/T$ becomes
\begin{equation}
\mathcal L=\left(\frac ke\right)^2\left(M_2-M_1M_0^{-1}M_1\right)M_0^{-1}.
\label{eq:lorenz}
\end{equation}
When $\sigma(\varepsilon)$ is a single number times the unit matrix, this reads
\begin{equation}
L=\left(\frac ke\right)^2\left(\langle x^2\rangle-\langle x\rangle^2\right),\qquad \langle x^n\rangle=\frac{M_n}{M_0}.
\label{eq:var}
\end{equation}
The Lorenz ratio is the variance of the energy, in units of $kT$, over the carriers weighted by their share in the conduction. Equations \eqref{eq:lorenz} and \eqref{eq:var} hold at any temperature within the stated model.

\subsection{Moments of the Fermi window}

The limit and its correction require $I_n=\int x^nw(x)\,dx$. As $w$ is even, odd moments vanish, and $I_0=f_0(-\infty)-f_0(\infty)=1$. For $x>0$ put $y=e^{-x}$. Differentiating the geometric series for $1/(1+y)$ and multiplying by $-y$ gives
\begin{equation}
w=\frac{y}{(1+y)^2}=\sum_{m=1}^\infty(-1)^{m+1}m\,e^{-mx}.
\end{equation}
With $\int_0^\infty x^ne^{-mx}dx=n!/m^{n+1}$, even $n\ge2$ yields
\begin{equation}
I_n=2\,n!\,\eta_n,\qquad \eta_n=\sum_{m=1}^\infty\frac{(-1)^{m+1}}{m^n}.
\end{equation}
Integration term by term is allowed because the sum of absolute values, $n!\sum_m m^{-n}$, converges.

Both sums follow from Fourier series on $[-\pi,\pi]$. Repeated integration by parts gives
\begin{align}
x^2&=\frac{\pi^2}{3}+\sum_{m\ge1}\frac{4(-1)^m}{m^2}\cos mx,\\
x^4&=\frac{\pi^4}{5}+\sum_{m\ge1}(-1)^m\left(\frac{8\pi^2}{m^2}-\frac{48}{m^4}\right)\cos mx.
\end{align}
At $x=0$ the first line reads $0=\pi^2/3-4\eta_2$, so $\eta_2=\pi^2/12$. The second reads $0=\pi^4/5-8\pi^2\eta_2+48\eta_4$, so $48\eta_4=2\pi^4/3-\pi^4/5=7\pi^4/15$. Since $I_2=4\eta_2$ and $I_4=48\eta_4$,
\begin{equation}
I_2=\frac{\pi^2}{3},\qquad I_4=\frac{7\pi^4}{15}.
\label{eq:I}
\end{equation}

\subsection{The low-temperature limit}

Let $\sigma(\varepsilon)$ be smooth near $\mu$ and $\sigma(\mu)$ invertible. As $T\to0$ the window $w$ samples $\sigma(\varepsilon)$ ever closer to $\mu$, so $M_0\to\sigma(\mu)$, $M_1\to I_1\sigma(\mu)=0$ and $M_2\to I_2\sigma(\mu)$. Equation \eqref{eq:lorenz} then gives
\begin{equation}
\mathcal L\to L_0\,\mathbf 1,\qquad L_0=\frac{\pi^2}{3}\left(\frac ke\right)^2 .
\label{eq:wf}
\end{equation}
In SI units $k/e=86.173\ \mu\mathrm{V/K}$ and $L_0=2.4430\times10^{-8}\ \mathrm{W\,\Omega\,K^{-2}}$. The band and the scatterers have cancelled because both conductivities contain the same tensor $\sigma(\mu)$. What remains is the mean square energy of the Fermi window.

\section{The leading thermal correction and its use}

\subsection{Symbols and results carried over}

The conductivity function $\sigma(\varepsilon)$ is a symmetric tensor fixed by the band and by elastic scattering. With $x=(\varepsilon-\mu)/kT$ and the Fermi window $w(x)=1/[4\cosh^2(x/2)]$, its thermal moments are $M_n=\int\sigma(\mu+xkT)\,x^nw\,dx$. The conductivity at temperature $T$ is $\sigma_T=M_0$, and the Lorenz tensor $\mathcal L=\kappa\sigma_T^{-1}/T$, with $\kappa$ taken at zero electric current, is given by \eqref{eq:lorenz}. The moments of the window alone are $I_0=1$, $I_2=\pi^2/3$ and $I_4=7\pi^4/15$, and odd ones vanish. As $T\to0$, $\mathcal L$ tends to $L_0=(\pi^2/3)(k/e)^2$ times the unit matrix. At finite temperature, elastic scattering alone does not in general keep it there; it does so when $\sigma(\varepsilon)$ is constant over the Fermi window.

\subsection{Second order in temperature}

Write $s=\sigma(\mu)$, and let $s'$ and $s''$ be the first and second energy derivatives of $\sigma(\varepsilon)$ at $\mu$. Taylor's expansion is
\begin{equation}
\sigma(\mu+xkT)=s+xkT\,s'+\tfrac12x^2(kT)^2s''+\dots
\end{equation}
Multiplying by $x^nw$ and integrating, with the odd moments zero, gives
\begin{align}
M_0&=s+\tfrac12I_2(kT)^2s''+O(T^4),\\
M_1&=I_2\,kT\,s'+O(T^3),\\
M_2&=I_2\,s+\tfrac12I_4(kT)^2s''+O(T^4).
\end{align}
The tensors $s$, $s'$ and $s''$ need not commute, so their order is kept. To first order in a small matrix $\delta$, $(s+\delta)^{-1}=s^{-1}-s^{-1}\delta s^{-1}$, which gives
\begin{equation}
M_0^{-1}=s^{-1}-\tfrac12I_2(kT)^2s^{-1}s''s^{-1}+O(T^4).
\end{equation}
The two parts of the Lorenz tensor are then
\begin{align}
M_2M_0^{-1}&=I_2+\tfrac12\left(I_4-I_2^2\right)(kT)^2s''s^{-1}+O(T^4),\\
M_1M_0^{-1}M_1M_0^{-1}&=I_2^2(kT)^2\left(s's^{-1}\right)^2+O(T^4).
\end{align}
In the first line, $I_4$ comes from $M_2$ and $-I_2^2$ from $M_0^{-1}$. The numbers are
\begin{equation}
\tfrac12\left(I_4-I_2^2\right)=\frac{\pi^4}{2}\left(\frac7{15}-\frac19\right)=\frac{8\pi^4}{45},\qquad I_2^2=\frac{\pi^4}{9}.
\end{equation}
Dividing both by $I_2=\pi^2/3$ gives the general result
\begin{equation}
\mathcal L=L_0\left\{\mathbf 1+\pi^2(kT)^2\left[\frac{8}{15}s''s^{-1}-\frac13\left(s's^{-1}\right)^2\right]+O(T^4)\right\}.
\label{eq:general}
\end{equation}

The two terms have separate meanings. The first is a broadening effect: upward curvature of $\sigma(\varepsilon)$ gives more weight to carriers far from $\mu$, which carry much heat per unit charge. The second comes from the thermoelectric field that stops the current. In the scalar case it cannot be positive, since it is minus the square of the mean energy $\langle x\rangle$. Thus $L$ exceeds $L_0$ at this order when
\begin{equation}
\frac{s''s}{s'^2}>\frac58\qquad(\text{scalar }s,\ s'\neq0).
\label{eq:criterion}
\end{equation}

For elastic scattering and a smooth conductivity function with $\sigma(\mu)$ invertible, the Lorenz tensor tends to $L_0\mathbf 1$ as $T\to0$, and \eqref{eq:general} gives its leading correction in terms of $\sigma(\varepsilon)$ and its first two derivatives at $\mu$. It remains to apply this result to power-law conductivity functions, to test it on an anisotropic lattice band, and to see what inelastic scattering changes and where the expansion fails.
